\section*{Mean thickness of an island film from substrate photoelectron attenuation}

\section{Question}

I follow the first cycles of platinum atomic layer deposition on silicon dioxide by in situ photoelectron spectroscopy (Al K$\alpha$ light, normal emission). The Si 2p signal of the substrate has dropped to 0.72 of its value before deposition. With an attenuation length of 1.5 nm in platinum, I get a thickness of $-1.5\ln 0.72\approx0.5$ nm.

Microscopy shows that the platinum forms islands covering about 40\,\% of the surface. I had assumed that this does not matter: the analysed spot contains a huge number of islands, the signal averages over all of them, so 0.5 nm should be the mean thickness, meaning the platinum volume per unit area. Is that right? If not, would it help to use the Pt 4f to Si 2p ratio, or to tilt the sample?

\section{Answer}

No. The spectrometer averages the transmitted signal, not the thickness, and the logarithm of an average is not the average of the logarithms. For a film of uneven thickness your number lies below the mean. The Pt/Si ratio repeats the error. Tilting can reveal that the film is uneven, but does not in general remove the error.

\subsection{What the signal averages}

Let $t(x,y)\ge 0$ be the local film thickness, zero on bare ground, and let $\langle\cdot\rangle$ denote the average over the analysed area. The mean thickness $\langle t\rangle$ is then the film volume per unit substrate area. I assume a flat, laterally uniform substrate that deposition leaves unchanged, and electrons that travel in straight lines and are attenuated over a length $L$ in the film. At normal emission each point of the substrate sends its electrons through the column of film above it. Signals from different points add, so relative to the bare substrate
\begin{equation}
S=\left\langle e^{-t/L}\right\rangle .
\label{eq:S}
\end{equation}
The uniform-layer formula sets $S=e^{-t_{\rm app}/L}$ and returns the apparent thickness
\begin{equation}
t_{\rm app}=-L\ln S .
\label{eq:tapp}
\end{equation}

To compare it with the mean, write $t=\langle t\rangle+Lu$, so that $\langle u\rangle=0$. The constant factor comes out of the average:
\begin{equation}
S=e^{-\langle t\rangle/L}\left\langle e^{-u}\right\rangle .
\end{equation}
The exponential is convex and lies above its tangent at $u=0$, that is, $e^{-u}\ge 1-u$, with equality at $u=0$ only. Averaging gives $\langle e^{-u}\rangle\ge 1-\langle u\rangle=1$. Hence $S\ge e^{-\langle t\rangle/L}$: an uneven film lets more signal through than a uniform film of equal volume. Taking $-L\ln$ of both sides reverses the inequality, and
\begin{equation}
\langle t\rangle-t_{\rm app}=L\ln\left\langle e^{-(t-\langle t\rangle)/L}\right\rangle\ \ge\ 0 ,
\label{eq:gap}
\end{equation}
with equality only if the thickness is uniform (apart from regions of zero area). Physically, metal piled on an already opaque island removes almost no further signal, while the bare ground keeps shining at full strength. A larger spot improves the statistics of the average in (\ref{eq:S}) but does not change which quantity is averaged.

\subsection{When the error is small}

If the deviations from the mean are small compared with $L$, expand $\langle e^{-u}\rangle\approx1-\langle u\rangle+\langle u^2\rangle/2$. The linear term vanishes, and $\langle u^2\rangle={\rm var}(t)/L^2$. With $\ln(1+\epsilon)\approx\epsilon$,
\begin{equation}
\langle t\rangle-t_{\rm app}\approx\frac{{\rm var}(t)}{2L}.
\label{eq:small}
\end{equation}
Slight roughness therefore matters little as long as this error is small compared with $\langle t\rangle$ itself. A small mean thickness is not enough, however. Let a fraction $c$ of the surface be covered, and let $\langle\cdot\rangle_c$ be the average over the covered part, where the height is $h$. Then $S=1-c\,(1-\langle e^{-h/L}\rangle_c)$, and for $c\to0$, using $-\ln(1-\epsilon)\approx\epsilon$,
\begin{equation}
\frac{t_{\rm app}}{\langle t\rangle}\to\frac{L\left(1-\langle e^{-h/L}\rangle_c\right)}{\langle h\rangle_c}.
\label{eq:dilute}
\end{equation}
The coverage has dropped out. In this limit both thicknesses tend to zero, but their ratio is set by the height of the single islands against $L$.

\subsection{Numbers for hemispherical islands}

Take identical hemispheres of radius $R$. At distance $\rho$ from the axis the height is $h=\sqrt{R^2-\rho^2}$, and a ring holds the fraction $2\rho\,d\rho/R^2$ of the footprint. Since $\rho\,d\rho=-h\,dh$, exchanging the limits removes the minus sign, and the average of any function $g(h)$ over the footprint is
\begin{equation}
\langle g\rangle_c=\frac{2}{R^2}\int_0^R g(h)\,h\,dh .
\end{equation}
With $g=h$ this gives $2R/3$. With $g=e^{-h/L}$, $v=h/L$ and $x=R/L$, integration by parts gives
\begin{equation}
\langle e^{-h/L}\rangle_c=\frac{2}{x^2}\int_0^x v e^{-v}\,dv=\frac{2}{x^2}\left[1-(1+x)e^{-x}\right].
\end{equation}

I choose $R=3$ nm, $c=0.4$ and $L=1.5$ nm, so $x=2$. The covered part transmits $\tfrac12(1-3e^{-2})=0.297$, and
\begin{align}
\langle t\rangle&=0.4\times\tfrac23\times3\ {\rm nm}=0.800\ {\rm nm},\\
S&=0.6+0.4\times0.297=0.719,\\
t_{\rm app}&=-1.5\ln(0.719)\ {\rm nm}=0.495\ {\rm nm}.
\end{align}
This reproduces your signal, yet the mean is 0.80 nm. The inversion misses 0.305 nm, or 38\,\% of the true mean. A uniform film of 0.80 nm would have reduced the signal to 0.587.

The small-spread formula is out of its range here. The mean square thickness is $cR^2/2=1.80$ nm$^2$, so the variance is $1.80-0.64=1.16$ nm$^2$, and (\ref{eq:small}) gives 0.387 nm instead of 0.305 nm. For the same islands at an artificial $L=60$ nm it gives 0.00967 nm against the full 0.00962 nm.

Now let the islands grow with their density held at $1.4\times10^{12}$ cm$^{-2}$ and $L=1.5$ nm:

\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $c$ & $\langle t\rangle$ (nm) & $t_{\rm app}$ (nm) & ratio\\
1 & 0.04 & 0.030 & 0.024 & 0.80\\
2 & 0.18 & 0.237 & 0.159 & 0.67\\
3 & 0.40 & 0.800 & 0.495 & 0.62\\
4 & 0.71 & 1.896 & 1.238 & 0.65
\end{tabular}
\end{center}

The ratio falls and then recovers because two trends compete. At fixed $R$, write $y=c(1-\langle e^{-h/L}\rangle_c)$. The ratio is proportional to $-\ln(1-y)/y=1+y/2+y^2/3+\dots$, which rises with coverage. For $R=3$ nm it rises from the dilute value $1.5\times0.703/2=0.53$ of (\ref{eq:dilute}) to 0.62 at $c=0.4$. At fixed coverage, taller islands lower the ratio, as the result on $L$ below implies. If the film later closes and becomes uniform, the shortfall must vanish. Over that interval the apparent thickness grows by more than the deposited amount, and a growth rate read from it is too high.

\subsection{Why the Pt/Si ratio does not help}

Pt 4f and Si 2p electrons excited by Al K$\alpha$ light have nearly the same kinetic energy, so take the same $L$ for both. Emission from depth $u$ below the local film surface is weighted by $e^{-u/L}$. Relative to a very thick platinum film, the film signal is
\begin{equation}
F=\left\langle\int_0^t e^{-u/L}\frac{du}{L}\right\rangle=\left\langle1-e^{-t/L}\right\rangle=1-S .
\end{equation}
The usual ratio formula then gives
\begin{equation}
L\ln\left(1+\frac FS\right)=L\ln\frac{S+1-S}{S}=-L\ln S=t_{\rm app}.
\end{equation}
In the example $F=0.281$, and the ratio returns 0.495 nm again. The ratio cancels common intensity factors such as the photon flux, but it contains no new information on the morphology. Agreement between the two evaluations is no evidence for a uniform film. The identity $F=1-S$ belongs to straight paths and equal $L$; with elastic scattering even a uniform film of 0.5 to 0.8 nm reads a few per cent lower from the ratio than from $S$, so a small disagreement says nothing about the morphology either.

\subsection{What one signal does tell you}

It gives a lower bound, $\langle t\rangle\ge t_{\rm app}$, and no upper bound. To see this, consider flat-topped islands of height $h$ and coverage $c$. Their signal is $S=1-c+ce^{-h/L}$, and solving for the height gives
\begin{equation}
h=-L\ln\left(1-\frac{1-S}{c}\right),\qquad 1-S<c\le1 .
\label{eq:flat}
\end{equation}
Each allowed $c$ reproduces the same $S$. With the signal of the hemisphere example, $S=0.7188$, the mean $ch$ is 0.495 nm for $c=1$, 0.569 nm for $c=0.6$, 1.25 nm for $c=0.3$ and 1.85 nm for $c=0.285$. As $c$ falls towards $1-S=0.281$, the height diverges, though only logarithmically, and the mean with it.

Your microscopy narrows this down. For known $c$, apply the convexity argument to the covered part alone. That part transmits $(S-1+c)/c$, so its mean height is at least the $h$ of (\ref{eq:flat}), and $\langle t\rangle\ge ch$. For $c=0.4$ this gives $0.4\times1.821=0.728$ nm, much closer to the 0.800 nm of the hemispheres. The remaining difference, 9\,\% of the true mean, depends on the island shape, which the signal does not supply.

The bare ground also sets a ceiling. Since $S\ge1-c$, the apparent thickness cannot exceed $-L\ln(1-c)$, which is 0.766 nm for $c=0.4$. Pillars 10 nm high at this coverage have a mean of 4.0 nm and an apparent thickness of 0.765 nm. Near this ceiling the signal no longer responds to vertical growth.

\subsection{Changing the attenuation length}

A second photon energy, with another $L$, does add information. Keep the morphology fixed and differentiate (\ref{eq:tapp}), using $dS/dL=\langle te^{-t/L}\rangle/L^2$:
\begin{equation}
\frac{dt_{\rm app}}{dL}=-\ln S-\frac{L}{S}\frac{dS}{dL}=\frac{t_{\rm app}-t_w}{L},\qquad t_w=\frac{\langle te^{-t/L}\rangle}{S}.
\end{equation}
Here $t_w$ is the mean thickness weighted by transmitted signal. Denote this weighted average by $\langle\cdot\rangle_w$. Then $\langle e^{t/L}\rangle_w=\langle1\rangle/S=1/S$, while convexity gives $\langle e^{t/L}\rangle_w\ge e^{t_w/L}$. Taking $L\ln$ of $1/S\ge e^{t_w/L}$ yields $t_{\rm app}\ge t_w$. The derivative is therefore never negative, and it is zero only for a uniform film. By (\ref{eq:small}), $t_{\rm app}$ tends to $\langle t\rangle$ when $L$ far exceeds all heights. This also settles the earlier point about tall islands: at fixed coverage and shape the ratio $t_{\rm app}/\langle t\rangle$ depends on $R/L$ alone, so raising $R$ acts like lowering $L$.

For the example, $t_{\rm app}$ is 0.495, 0.627, 0.708 and 0.753 nm at $L=1.5$, 3, 6 and 12 nm. An inelastic path near 6 nm in platinum needs electrons of about 8 keV; at 5.3 keV it is about 4.3 nm (TPP-2M estimate). An apparent thickness that rises with $L$ indicates an uneven film, provided the lengths themselves are well known.

Two signals can also be fitted with a model shape. At $L=1.5$ and 6 nm the hemispheres give $S=0.7188$ and 0.8887. Fitting flat-topped islands, deliberately the wrong shape, yields $c=0.369$, $h=2.16$ nm and a mean of 0.795 nm, within 1\,\% of the true 0.800 nm. That closeness belongs to this noise-free case and is not a general guarantee: an error of $\pm0.01$ in the signal at 6 nm moves the fitted mean between 0.70 and 0.90 nm. Longer $L$ also costs sensitivity: from (\ref{eq:tapp}), $\delta t_{\rm app}=-L\,\delta S/S$, so an error of 0.01 in $S$ shifts $t_{\rm app}$ by 0.02 nm at $L=1.5$ nm but by 0.07 nm at 6 nm.

\subsection{Tilting the sample}

At emission angle $\theta$ from the normal, a ray may pass through the side of an island or through several islands. Let $\ell$ be its total path in the film. A step along the ray is $dz/\cos\theta$. At each height $z$, the rays sample the same horizontal slice of the film, merely shifted sideways. Over a large area the shift does not alter the filled fraction $a(z)$, so
\begin{equation}
\langle\ell\rangle=\frac1{\cos\theta}\int_0^\infty a(z)\,dz=\frac{\langle t\rangle}{\cos\theta}.
\end{equation}
The tilted inversion uses $L\cos\theta$. The convexity argument applied to $\ell$ gives
\begin{equation}
-L\cos\theta\,\ln\left\langle e^{-\ell/L}\right\rangle\le\cos\theta\,\langle\ell\rangle=\langle t\rangle .
\end{equation}
At every angle below $90^\circ$, shadowing included, the apparent thickness thus cannot exceed the mean. It equals the mean only if all rays have the same path length in the film, which is not so for the hemispheres that follow.

For the hemispheres on a square array, tilted by $60^\circ$ along a row, ray tracing gives an apparent thickness of 0.444 nm, against 0.495 nm at normal emission. For straight-line paths a uniform film would give the same value at both angles, so a change of this size is a warning sign. A change of a few per cent is not. In the scattering model of the last section a uniform film of 0.5 to 0.8 nm reads 3 to 4\,\% lower at $60^\circ$ than at normal emission, and the shift grows to 7\,\% for 1.5 nm and to 6 to 9\,\% at $70^\circ$ for the thinner films. The sign of the change also depends on the shape. Flat-topped cylinders of radius 3 nm at $c=0.4$ read 0.496 and 0.454 nm at $0^\circ$ and $60^\circ$ if they are 1.8 nm high, but 0.638 and 0.689 nm if they are 3 nm high. Some height in between gives no change, so an unchanged reading does not prove a uniform film. Do not model the tilt by putting $L\cos\theta$ into (\ref{eq:S}), however. That treats the columns as independent, ignores rays that enter islands from the side, and predicts 0.328 nm.

\subsection{How far to trust this for real platinum}

The values of $L$, $R$ and $c$ are rough round numbers for the nucleation stage, not a fit to your film. Real islands vary in size, shape and position. Inequality (\ref{eq:gap}) covers all of that, but the 38\,\% belongs to the chosen hemispheres. Other effects act on the same islands as follows.

Elastic scattering breaks the straight-line assumption. I estimated it with a transport calculation using an inelastic path of 1.8 nm and isotropic scattering with a transport path of 3.6 nm (both rough), leaving out scattering in the substrate and anisotropic emission. Inverted with flat films treated in the same way, the islands appear 0.47 nm thick, so the underestimate remains. An analyser accepting a cone of $15^\circ$ half-angle changes 0.495 to 0.500 nm.

Some errors push upwards. A uniform carbon layer of 0.3 nm with an attenuation length of 3.5 nm, absent from the reference, multiplies $S$ by $e^{-0.3/3.5}$ and adds $1.5\times0.3/3.5=0.13$ nm of false platinum. Measuring in situ helps to avoid it. X-ray absorption in the islands, for an absorption length of 200 nm and incidence at $55^\circ$ from the normal, adds at most 0.015 nm.

The assumed $L$ multiplies the result directly. If it is 20\,\% too large, you read 0.594 nm, and a factor of 1.62 would hide the bias completely. The lower bound therefore holds for a correct $L$ and a clean reference; without them, the reading can err in either direction. Check your 1.5 nm in particular. It matches the inelastic mean free path of Si 2p electrons in platinum (about 1.5 nm by the TPP-2M estimate), while elastic scattering with a transport path of 2.5 to 3.6 nm shortens the attenuation length to about 1.1 to 1.2 nm. Your signal would then correspond to a uniform-equivalent thickness of 0.37 to 0.40 nm.

For your film, I would report 0.5 nm as a uniform-equivalent thickness. With the microscopic coverage of 0.4, the mean is at least about 0.7 nm under the stated assumptions. This bound depends on the coverage: for 0.45 it would be 0.66 nm. It scales with $L$, falling to 0.53 to 0.58 nm for $L=1.1$ to 1.2 nm. It also needs the gaps to be truly bare: 0.1 nm of platinum between the islands that microscopy misses would allow a mean of 0.62 nm. To go beyond a bound, add island heights from microscopy or a second, longer attenuation length. The numerical output below lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Inputs: L = 1.5 nm, R = 3.0 nm, coverage c = 0.4
Island density = 1.415e+12 cm^-2, spacing = 8.41 nm
Substrate signal S = 0.7188
Signal of the covered part alone = 0.2970
True mean thickness = 0.800 nm
Apparent thickness = 0.495 nm
Shortfall = 0.305 nm = 38.1 % of the mean
Signal of a uniform film of the true mean = 0.5866
Variance = 1.160 nm^2, variance/(2L) = 0.387 nm
At L = 60 nm: shortfall = 0.00962 nm, variance/(2L) = 0.00967 nm
Film signal / thick-film signal = 0.2812
Thickness from film/substrate ratio = 0.495 nm
Pt lattice constant (rough) = 0.392 nm
Pt atoms: true 5.31, apparent 3.29 (1e15 cm^-2)
Growth at fixed island density:
  R = 1 nm: c = 0.044, mean = 0.0296 nm, apparent = 0.0236 nm, ratio = 0.795
  R = 2 nm: c = 0.178, mean = 0.2370 nm, apparent = 0.1594 nm, ratio = 0.672
  R = 3 nm: c = 0.400, mean = 0.8000 nm, apparent = 0.4953 nm, ratio = 0.619
  R = 4 nm: c = 0.711, mean = 1.8963 nm, apparent = 1.2385 nm, ratio = 0.653
Flat-topped islands with the same S:
  c = 1.000: height = 0.495 nm, mean = 0.495 nm
  c = 0.600: height = 0.949 nm, mean = 0.569 nm
  c = 0.400: height = 1.821 nm, mean = 0.728 nm
  c = 0.300: height = 4.155 nm, mean = 1.246 nm
  c = 0.285: height = 6.477 nm, mean = 1.846 nm
Smallest coverage allowed by S = 0.2812
Ceiling of apparent thickness at c = 0.4: 0.766 nm
Pillars 10 nm high, c = 0.4: mean = 4.00 nm, apparent = 0.765 nm
Same hemispheres, other attenuation lengths:
  L = 1.5 nm: apparent = 0.495 nm
  L = 3.0 nm: apparent = 0.627 nm
  L = 6.0 nm: apparent = 0.708 nm
  L = 12.0 nm: apparent = 0.753 nm
Second signal at L = 6 nm: S = 0.8887
Two-signal flat-top fit: c = 0.369, height = 2.157 nm, mean = 0.795 nm
Tilt 60 deg: cos(tilt) x mean ray path = 0.800 nm
Tilt 60 deg: apparent, rays = 0.444 nm, columns = 0.328 nm
Acceptance half-angle 15 deg: apparent = 0.500 nm
Elastic model: inelastic path = 1.8 nm, transport = 3.6 nm
Elastic model: flat-film L at 0.6 nm = 1.38 nm
Elastic model: island S = 0.712, apparent = 0.47 nm
Carbon 0.3 nm, its L = 3.5 nm: shift = +0.129 nm
X-ray absorption length = 200 nm, incidence = 55 deg from normal
X-ray absorption: shift at most +0.015 nm
Assumed L 20 % too large: apparent = 0.594 nm
Factor of error in L that would hide the bias = 1.62
\end{verbatim}
